# Changing the Dependent Component in a Ternary Diffusivity Matrix, part 2

A ternary diffusion matrix can be written with any one component dependent. The problem is to convert it and to find what the conversion preserves.

Components 1, 2, 3 are Cr, Al, Ni. Component $i$ has concentration $c_i$ (sum $c$), mole fraction $x_i=c_i/c$, partial molar volume $V_i$, mean velocity $v_i$ and gradient $g_i=\nabla c_i$. The molar volume is $V_m=1/c$. The number-fixed and volume-fixed frames move with $v^N=\sum_i x_iv_i$ and $v^V=\sum_ic_iV_iv_i$. Their fluxes are $J_i^N=c_i(v_i-v^N)$ and $J_i^V=c_i(v_i-v^V)$, which coincide as $J_i$ for equal $V_i$.

With component 3 dependent, the elements of $D^{(3)}$ are defined by

$$
\begin{aligned}
J_1&=-D_{11}g_1-D_{12}g_2,\\
J_2&=-D_{21}g_1-D_{22}g_2 .
\end{aligned}\tag{3}
$$

For unequal volumes, $J_i$ here means $J_i^V$. The constraints are

$$
V_1g_1+V_2g_2+V_3g_3=0, \tag{10}
$$

$$
\sum_iV_iJ_i^V=v^V-v^V\sum_ic_iV_i=0. \tag{11}
$$

With $a=V_1/V_3$ and $b=V_2/V_3$, the pair (1, 2) is converted to (2, 3) or (1, 3) by

$$
A_1(V)=\begin{pmatrix}0&1\\-a&-b\end{pmatrix},\qquad
A_2(V)=\begin{pmatrix}1&0\\-a&-b\end{pmatrix}. \tag{12}
$$

Making component $k$ dependent gives $D^{(k)}=A_kD^{(3)}A_k^{-1}$, with unchanged eigenvalues $\lambda$, which set the decay rates of weak composition waves. For equal volumes, $a=b=1$ and

$$
D^{(1)}=
\begin{pmatrix}
D_{22}-D_{21} & -D_{21}\\
D_{11}+D_{21}-D_{12}-D_{22} & D_{11}+D_{21}
\end{pmatrix}. \tag{4}
$$

The example joins two single crystals at 1373 K, both with 10 at% Cr, with 4 at% Al on the left and 8 at% on the right. Position is $z$ and time $t$. With $U=10^{-10}\ \mathrm{cm^2/s}$, the chosen model matrix is

$$
D^{(3)}=\begin{pmatrix}0.6&0.4\\0.3&1.2\end{pmatrix}U .
$$

Equal volumes then give

$$
D^{(2)}=\begin{pmatrix}0.2&-0.4\\0.7&1.6\end{pmatrix}U,\qquad
D^{(1)}=\begin{pmatrix}0.9&-0.3\\-0.7&0.9\end{pmatrix}U .
$$

The slow and fast eigenvalues are $\lambda_s=0.442\,U$ and $\lambda_f=1.358\,U$.

### Elements for unequal volumes

For component 1 dependent, (10) gives $g_1=-(bg_2+g_3)/a$. The second line of the diffusion law becomes

$$
J_2^V=-\left(D_{22}-\frac baD_{21}\right)g_2+\frac1aD_{21}g_3 .
$$

From (11), $J_3^V=-aJ_1^V-bJ_2^V$, so

$$
J_3^V=(aD_{11}+bD_{21})g_1+(aD_{12}+bD_{22})g_2 .
$$

Substituting $g_1$ and reversing signs gives the elements

$$
\begin{aligned}
D^{(1)}_{22}&=D_{22}-\frac baD_{21},\qquad
D^{(1)}_{23}=-\frac1aD_{21},\\
D^{(1)}_{32}&=bD_{11}+\frac{b^2}{a}D_{21}-aD_{12}-bD_{22},\\
D^{(1)}_{33}&=D_{11}+\frac baD_{21}.
\end{aligned}\tag{13}
$$

For $a=b=1$ these are the equal-volume elements.

Take the rough values $V=(7.2,\,7.6,\,6.6)\ \mathrm{cm^3/mol}$ for Cr, Al and Ni. Then $a=1.091$, $b=1.152$ and $b^2/a=1.215$. With the nickel-dependent matrix held fixed,

$$
D^{(1)}_{32}=(0.691+0.365-0.436-1.382)\,U\approx-0.76\,U ,
$$

where equal volumes gave $-0.70\,U$. The change, $0.063\,U$, is the largest in absolute size among the elements of both converted matrices, and is about 9% of the equal-volume element. In relative terms the Cr–Ni element of $D^{(2)}$ changes more, from $-0.400\,U$ to $-0.347\,U$, or 13%. The eigenvalues do not change. The equal-volume rule therefore preserves the eigenvalues even where it is not justified, and correct eigenvalues are no proof that the right volumes were used.

### A combination that fails

Suppose the fluxes are reported in the number-fixed frame while the gradients remain concentration gradients. The two fluxes of one component differ by $c_i$ times the relative velocity of the frames:

$$
J_i^N=J_i^V+c_i(v^V-v^N).
$$

The sum of $J_i^N$ is zero, which fixes $c(v^V-v^N)=-\sum_kJ_k^V$. Hence

$$
J_i^N=J_i^V-x_i\sum_kJ_k^V. \tag{14}
$$

Let $M^{(k)}$ be the matrix in $J^N=-M^{(k)}g$. The fluxes now obey a constraint with coefficients $(1,1,1)$, while the gradients obey one with coefficients $V_i$. Changing the dependent component from 3 to 1 gives

$$
M^{(1)}=A_1(1)\,M^{(3)}\,A_1(V)^{-1}, \tag{15}
$$

where $A_1(1)$ is the equal-volume matrix. This is not a similarity by a single matrix. Since $\det A_1(1)=1$ and $\det A_1(V)=V_1/V_3$,

$$
\frac{\det M^{(1)}}{\det M^{(3)}}=\frac{V_3}{V_1}. \tag{16}
$$

The determinant is the product of the eigenvalues. If it is nonzero and $V_1\ne V_3$, the two eigenvalues cannot both survive. The example gives $6.6/7.2=0.917$. At the mean composition of 10 at% Cr, 6 at% Al and 84 at% Ni, the mixed matrices have these eigenvalues:

- Ni dependent: $0.442\,U$ and $1.381\,U$.
- Al dependent: $0.449\,U$ and $1.181\,U$.
- Cr dependent: $0.431\,U$ and $1.298\,U$.

The larger eigenvalue with aluminium dependent is about 14% below that with nickel dependent.

Each mixed matrix still gives correct number-frame fluxes. Its eigenvalues, however, are not decay rates. By (14), the relative velocity of the two frames is itself linear in the gradients, so the conservation law in the laboratory contains a term $c_iv^N$ that is, like $J_i^N$, of first order in the gradients. The mixed matrix leaves this term out. For constant $V_i$ the volume frame avoids the difficulty. Multiplying $\partial c_i/\partial t=-\partial(J_i^V+c_iv^V)/\partial z$ by $V_i$ and summing gives $0=-\partial v^V/\partial z$, so $v^V=0$ throughout when one distant end is at rest.

### Restoring the rule with mole fractions

The failure disappears if number-frame fluxes are paired with mole-fraction gradients. From $c_i=cx_i$, one has $g_i=c\nabla x_i+x_i\nabla c$. Since $\nabla c=\sum_kg_k$,

$$
c\nabla x_i=g_i-x_i\sum_kg_k. \tag{17}
$$

This is the same linear map as in (14), so one matrix again converts both sides of the law. For the pair (1, 2), equation (10) gives $g_3=-ag_1-bg_2$, hence $\sum_kg_k=(1-a)g_1+(1-b)g_2$. The map is

$$
B=\begin{pmatrix}
1-x_1(1-a)&-x_1(1-b)\\
-x_2(1-a)&1-x_2(1-b)
\end{pmatrix}. \tag{18}
$$

In its determinant the products $x_1x_2(1-a)(1-b)$ cancel, leaving

$$
\det B=1-x_1(1-a)-x_2(1-b)=x_3+ax_1+bx_2=\frac{V_m}{V_3},
$$

where $V_m=\sum_ix_iV_i$. This is positive, so $B$ can be inverted, and

$$
J^N=-D^x\,c\nabla x,\qquad D^x=BD^{(3)}B^{-1}. \tag{19}
$$

The matrix $D^x$ has the volume-frame eigenvalues. Its fluxes and its gradients both sum to zero, so the equal-volume conversion rules apply to it even when the molar volume varies.

### The diffusion couple

Return to equal volumes, and let $D^{(3)}$ be constant over the couple. At fixed $c$, mole fractions obey the same equation as concentrations:

$$
\frac{\partial}{\partial t}\begin{pmatrix}x_1\\x_2\end{pmatrix}
=D^{(3)}\frac{\partial^2}{\partial z^2}\begin{pmatrix}x_1\\x_2\end{pmatrix}.
$$

When the eigenvalues are distinct, the composition can be expanded in the two eigenvectors. Each amplitude $u$ then satisfies $\partial u/\partial t=\lambda\,\partial^2u/\partial z^2$. For a step at $z=0$ in a long sample, try $u=f(\eta)$ with $\eta=z/L$ and $L=2\sqrt{\lambda t}$. Since $\partial\eta/\partial t=-\eta/(2t)$ and $(\partial\eta/\partial z)^2=1/(4\lambda t)$, the equation becomes $f''=-2\eta f'$. Thus $f'\propto e^{-\eta^2}$, and the solution is the mean value plus half the step times $\operatorname{erf}(z/L)$.

Here chromium has no step and aluminium has the step $\delta=4$ at%, from left to right. Write the eigenvectors as $(\rho_s,1)$ and $(\rho_f,1)$, with $\rho=D_{12}/(\lambda-D_{11})$. The step amplitudes satisfy

$$
\alpha_s+\alpha_f=\delta,\qquad \rho_s\alpha_s+\rho_f\alpha_f=0 .
$$

With $\rho_s=-2.53$ and $\rho_f=0.53$, they are $\alpha_s=0.69$ at% and $\alpha_f=3.31$ at%. The chromium amplitude is

$$
\rho_f\alpha_f=-\rho_s\alpha_s=\frac{-\rho_s\rho_f}{\rho_f-\rho_s}\,\delta .
$$

To simplify it, use $1/\rho=(\lambda-D_{11})/D_{12}$:

$$
\frac{-\rho_s\rho_f}{\rho_f-\rho_s}
=\frac{1}{1/\rho_f-1/\rho_s}
=\frac{D_{12}}{\lambda_f-\lambda_s}.
$$

The chromium profile is therefore

$$
x_1=\bar x_1+\frac{D_{12}\,\delta}{2(\lambda_f-\lambda_s)}
\left[\operatorname{erf}\frac z{L_f}-\operatorname{erf}\frac z{L_s}\right]. \tag{20}
$$

The bracket is negative on the right, because the slow mode has the steeper error function. For $D_{12}>0$, chromium is therefore depleted on the aluminium-rich side and enriched on the other. The sign agrees with the initial flux $J_1=-D_{12}g_2$, which points left when aluminium increases to the right. If $D_{12}=0$, chromium stays uniform in this couple.

### Numbers for a 100 h anneal

One $U$ is $0.01\ \mathrm{\mu m^2/s}$, and 100 h is $3.6\times10^5$ s. Thus

$$
\begin{aligned}
L_s&=2\sqrt{0.00442\times3.6\times10^5}\ \mathrm{\mu m}\approx80\ \mathrm{\mu m},\\
L_f&=2\sqrt{0.01358\times3.6\times10^5}\ \mathrm{\mu m}\approx140\ \mathrm{\mu m}.
\end{aligned}
$$

The prefactor in (20) is $0.4\times4/(2\times0.917)=0.87$ at%. Setting the derivative of the bracket to zero gives $e^{-z^2/L_f^2}/L_f=e^{-z^2/L_s^2}/L_s$, and hence

$$
z^2=\frac{\ln(L_f/L_s)}{L_s^{-2}-L_f^{-2}},\qquad z\approx\pm73\ \mathrm{\mu m}.
$$

Chromium reaches 10.23 at% at $-73\ \mathrm{\mu m}$ and 9.77 at% at $+73\ \mathrm{\mu m}$, an excursion of 0.23 at% from its initial value.

The same couple was also computed in the variables (Al, Ni), using $D^{(1)}$ on a grid of 500 cells of $2\ \mathrm{\mu m}$ with time steps of 50 s. Chromium was recovered from the sum of the mole fractions. The largest difference from the error-function solution in (Cr, Al), over both the Cr and Al profiles, was $5\times10^{-5}$ at%. This tests the conversion through the profiles as well as through the eigenvalues.

### Relation to a real alloy

Diffusivities near $10^{-10}\ \mathrm{cm^2/s}$ are a plausible order of magnitude for nickel-rich Ni–Cr–Al solid solutions near 1373 K, the regime of high-temperature coatings. The individual elements are model values and should not be used as alloy data. A real alloy breaks the assumption of constant $D$. As a rough trial, let all elements carry the factor $\exp[10(x_2-0.06)]$, and let $D_{12}$ and $D_{21}$ also be proportional to $x_1$ and $x_2$ respectively, with the original matrix kept at the mean composition. The eigenvalues then run from $0.40\,U$ and $1.07\,U$ at the left end to $0.49\,U$ and $1.71\,U$ at the right. The largest profile changes are 0.018 at% for Cr, about 8% of its excursion, and 0.076 at% for Al, about 2% of its step. A temperature 10 K too high, with a rough activation energy of 2.8 eV, multiplies $D$ by 1.19 and the diffusion lengths by 1.09. Inside each single crystal there is no grain-boundary transport, and cubic symmetry makes $D$ isotropic. The couple also neglects unequal partial molar volumes. With the rough values of $V_i$ used above, held constant, and the same $D^{(3)}$, they change the Cr and Al profiles by less than 0.01 at%. Porosity, stress, precipitation and any resistance at the joined face are neglected and have not been sized. A coating that contains a second phase is outside the model.

For variable $D$ the similarity still holds at each composition, but the profile is in general no longer a sum of two error functions with fixed lengths.

### Implementing the conversion

The input must state the frame of the fluxes, the kind of gradient, the dependent component and the order of the independent pair. The four steps below start from $D^{(3)}$. An input $D^{(m)}$ with another dependent component $m$ is first brought to this form by $D^{(3)}=A_m^{-1}D^{(m)}A_m$, with $A_m$ built as in steps 1 and 2.

1. Choose the constraint weights $w_i$. Use $w_i=V_i$ for volume-frame fluxes with concentration gradients, and $w_i=1$ for number-frame fluxes with $c\nabla x_i$. At constant molar volume the two choices coincide.
2. Form the three rows $(1,0)$, $(0,1)$ and $(-w_1/w_3,-w_2/w_3)$. Delete row $k$ to obtain $A_k$.
3. Compute $D^{(k)}=A_kD^{(3)}A_k^{-1}$, and store the labels of the remaining pair with the matrix.
4. Compare the trace and determinant with the originals, then compare the fluxes for two independent gradients. For the second comparison, take the third gradient and the third flux from the physical constraints of the input, not from the weights stored in the code. A similarity with wrong weights passes the first comparison, and it passes the second too if the same wrong weights supply the test data.

If the input mixes number-frame fluxes with concentration gradients and has component 3 dependent, its matrix is $M^{(3)}=BD^{(3)}$ by (14). Recover $D^{(3)}=B^{-1}M^{(3)}$ before the conversion. If component $m$ is dependent instead, first form $M^{(3)}=A_m(1)^{-1}M^{(m)}A_m(V)$, as in (15).

Fluxes and gradients are converted by $A_k$ alone, but concentrations also need a constant. At constant molar volume $c_3=1/V_m-c_1-c_2$, so initial and boundary concentrations must include the term $1/V_m$. The three matrices of the example and their common eigenvalues, listed in the numerical output, can serve as reference values for a new implementation with equal weights.

## Numbers as computed

```
Diffusivity unit U = 1e-10 cm^2/s
Temperature: 1373 K; anneal: 100 h
Mean Cr, Al, Ni (at%): [10.  6. 84.]
Left Cr, Al, Ni (at%): [10.  4. 86.]
Right Cr, Al, Ni (at%): [10.  8. 82.]
Ni dependent, order (Cr, Al), U:
    0.6000   0.4000
    0.3000   1.2000
  eigenvalues: 0.441742, 1.358258 U
Al dependent, order (Cr, Ni), U:
    0.2000  -0.4000
    0.7000   1.6000
  eigenvalues: 0.441742, 1.358258 U
Cr dependent, order (Al, Ni), U:
    0.9000  -0.3000
   -0.7000   0.9000
  eigenvalues: 0.441742, 1.358258 U
Trace: 1.8000 U
Determinant: 0.6000 U^2
Slow direction Cr:Al:Ni = -2.5275 : 1.0000 : 1.5275
Fast direction Cr:Al:Ni = 0.5275 : 1.0000 : -1.5275
Lengths 2 sqrt(lambda t): 79.8, 139.9 um
Cr maximum: 10.231 at% at -73 um
Cr minimum: 9.769 at% at 73 um
Largest Cr excursion: 0.231 at%
Profile test, largest difference: 5.0e-05 at%
Rough V of Cr, Al, Ni (cm^3/mol): [7.2 7.6 6.6]
Largest element change from unequal V: 0.0626 U
Mixed-frame eigenvalues with unequal V:
  Ni dependent: 0.4425, 1.3806 U
  Al dependent: 0.4492, 1.1809 U
  Cr dependent: 0.4313, 1.2985 U
Mixed determinant ratio, Cr/Ni dependent: 0.9167
Rough slope d ln D/dx_Al: 10.0
Variable-D eigenvalues, left: 0.3993, 1.0744 U
Variable-D eigenvalues, right: 0.4886, 1.7100 U
Variable-D profile change, Cr: 0.018 at%
Variable-D profile change, Al: 0.076 at%
Rough activation energy: 2.8 eV
D factor for +10 K: 1.1866
Length factor for +10 K: 1.0893
```
